\section*{Why LSDA underestimates the H + H2 barrier: an orbital-by-orbital account}

\section{The decision: can a semilocal barrier be used?}

Before a computed hydrogen-transfer barrier goes into a rate, one must decide whether a semilocal functional may supply it. For $\mathrm{H+H_2\to H_2+H}$ the answer is no for the two tested here, LSDA and PBE. At the same geometries and in the same basis, the barriers are as follows.

\begin{center}
\begin{tabular}{lr}
Method & Barrier (kcal/mol)\\
LSDA & $-3.48$\\
PBE & $2.56$\\
Full configuration interaction & $10.25$\\
Unrestricted Hartree--Fock & $16.79$
\end{tabular}
\end{center}

LSDA is the local spin-density approximation, here Slater exchange with Perdew--Wang correlation. It places the transition state below the reactants, an error of $-3.48-10.25=-13.73$ kcal/mol relative to full configuration interaction (full CI). Much of this error comes from the interaction of each electron with itself, which LSDA cancels to a different degree at the transition state and in the reactants. The analysis below is carried out for LSDA only; the PBE error is not divided in this way.

The barrier is
\begin{equation}
\Delta E=E(\mathrm{H_3})-E(\mathrm{H_2})-E(\mathrm{H}),
\end{equation}
with clamped nuclei, no zero-point energy, and the cc-pVDZ basis. Full CI is exact within that basis; the basis-set limit and basis-set superposition are not treated. Minimizing the full-CI energy gives the H$_2$ bond length $r_e=1.438$ bohr. Minimizing it for linear H$_3$ with two equal bonds gives $r_s=1.783$ bohr. Lengthening one bond and shortening the other lowers the energy, so this point is the saddle for collinear motion. Every method is evaluated at these geometries, so the numbers are not heights of each functional's own stationary points. The values are not converged in the basis. At the same geometries in cc-pVTZ the barriers become $-2.56$ (LSDA), $3.67$ (PBE) and $17.32$ (unrestricted Hartree--Fock) kcal/mol, and a coupled-cluster CCSD(T) reference falls from $10.31$ to $9.94$. The ordering and the negative LSDA barrier remain, but the digits shown belong to cc-pVDZ.

\section{What one electron reveals}

A single electron has no electron--electron repulsion. Its Hartree energy $E_H$ must therefore be cancelled by the true exchange-correlation energy. An approximate functional leaves the remainder
\begin{equation}
\delta_i=E_H[n_i]+E_{xc}[n_i,0],\qquad n_i=|\varphi_i|^2 ,
\label{eq:delta}
\end{equation}
where the zero is the density of the other spin. For one electron $\delta_i$ is the whole error of the functional at that density. For several electrons it is the self-interaction part, and errors in the interaction between different electrons remain.

To see how $\delta$ responds to spreading, divide one electron equally among $m$ identical, distant fragments. If $n_a$ is the normalized density on fragment $a$, then $n=\sum_a n_a/m$. Let $U$ and $E_x$ be the Hartree and LSDA exchange energies of the electron on one fragment. The Hartree energy is quadratic in the density, so each fragment contributes $U/m^2$:
\begin{equation}
E_H=m\,\frac{U}{m^2}+\sum_{a<b}\frac{1}{m^2R_{ab}}
\;\longrightarrow\;\frac{U}{m}\qquad (R_{ab}\to\infty).
\end{equation}
The exchange energy of a fully polarized density is $-C\int n^{4/3}\,d^3r$ with $C>0$. Without overlap the fragments contribute separately:
\begin{equation}
E_x(m)=m\left(\frac1m\right)^{4/3}E_x=m^{-1/3}E_x .
\end{equation}
With exchange alone, the error is therefore
\begin{equation}
\delta_x(m)=\frac{U}{m}-\frac{|E_x|}{m^{1/3}} .
\end{equation}
The repulsion falls faster than the term meant to cancel it. For the LSDA orbital of the hydrogen atom in the cc-pVDZ basis, $U=189.82$ and $E_x=-162.77$ kcal/mol, so
\begin{align}
\delta_x(1)&=189.82-162.77=27.05\ \text{kcal/mol},\\
\delta_x(2)&=\frac{189.82}{2}-\frac{162.77}{2^{1/3}}=-34.28\ \text{kcal/mol},\\
\delta_x(3)&=\frac{189.82}{3}-\frac{162.77}{3^{1/3}}=-49.58\ \text{kcal/mol}.
\end{align}
Spreading the electron over two or three fragments lowers the approximate energy although the true self-interaction stays zero. The lowering does not continue without limit: both terms vanish as $m\to\infty$, so $\delta_x$ finally returns to zero from below. This is delocalization error in its simplest form.

The H$_3$ saddle is far from this limit. Its centres overlap, and the repulsion between charge on different centres is not small. The model gives the direction of the effect; the size must come from the actual orbitals.

\section{Splitting the barrier correction among three electrons}

The Perdew--Zunger self-interaction correction (SIC) subtracts the error of each occupied orbital:
\begin{equation}
E_{\mathrm{SIC}}=E_{\mathrm{LSDA}}-\sum_i\delta_i .
\label{eq:sic}
\end{equation}

H$_3$ has two majority-spin electrons ($\uparrow$) and one minority-spin electron ($\downarrow$). The majority orbitals $\varphi_1,\varphi_2$ can be rotated, with real orbitals and $c=\cos\theta$, $s=\sin\theta$:
\begin{equation}
\varphi_L=c\,\varphi_1+s\,\varphi_2,\qquad
\varphi_R=-s\,\varphi_1+c\,\varphi_2 .
\end{equation}
The total majority density does not change, because the cross terms cancel:
\begin{align}
\varphi_L^2+\varphi_R^2
&=(c^2+s^2)\varphi_1^2+(s^2+c^2)\varphi_2^2
+(2cs-2cs)\varphi_1\varphi_2\nonumber\\
&=\varphi_1^2+\varphi_2^2 .
\end{align}
The same cancellation holds for the kinetic energy, so $E_{\mathrm{LSDA}}$ is unchanged. The separate densities do change, since $\varphi_L^2$ keeps its term $2cs\,\varphi_1\varphi_2$, and with them $\delta_L+\delta_R$. The angle is chosen to minimize $E_{\mathrm{SIC}}$. The single minority orbital has no partner of its own spin and hence no such freedom.

Inserting Eq.~\eqref{eq:sic} for the saddle and for each reactant gives, on LSDA orbitals,
\begin{align}
\Delta E_{\mathrm{SIC}}={}&\Delta E_{\mathrm{LSDA}}
+\bigl[\delta_\uparrow(\mathrm{H_2})-\delta_L\bigr]
+\bigl[\delta(\mathrm{H})-\delta_R\bigr]\nonumber\\
&+\bigl[\delta_\downarrow(\mathrm{H_2})-\delta_\downarrow(\mathrm{H_3})\bigr].
\label{eq:budget}
\end{align}
The left orbital is paired with the H$_2$ bond and the right one with the incoming atom, following the reaction. The sum does not depend on this pairing. A fall in $\delta$ towards the saddle makes a positive contribution, so it is the change of $\delta$, not its sign, that matters.

\section{How large the contributions are}

With the Hartree term from basis-function integrals and the exchange-correlation term from quadrature on an atom-centred grid, the errors are, in kcal/mol:

\begin{center}
\begin{tabular}{lrrr}
Electron & Reactants & Saddle & Contribution\\
Majority, left & 14.01 & 11.76 & 2.25\\
Majority, right & 13.32 & 11.76 & 1.56\\
Minority & 14.01 & 8.19 & 5.82
\end{tabular}
\end{center}

Summed before rounding, the contributions give 9.62 kcal/mol, and the barrier becomes $-3.48+9.62=6.14$ kcal/mol. The correction recovers $9.62/13.73$, or about 70 percent, of the LSDA deficit. The minority electron supplies about 60 percent of the correction. In cc-pVTZ each $\delta$ is smaller by 0.3 to 0.5 kcal/mol, the correction is 9.29 and the corrected barrier 6.73 kcal/mol; the recovered share rises to about 74 percent and the minority share stays at 60 percent.

All these $\delta$ values are positive. For these localized orbitals, self-interaction raises the LSDA energy, but less so at the saddle. In this description the barrier is lowered by the loss of a positive error, not by a negative one.

The orbital shapes show how each electron is shared among the atoms. Mulliken populations, which divide overlap charge equally between the atoms concerned, place the minority electron on the three atoms as 0.224, 0.551 and 0.224. The left majority orbital has 0.811, 0.235 and $-0.046$, and the right one is its mirror image. The small negative value is a feature of the Mulliken partition, not a negative density.

For the minority electron, the Hartree energy falls from 202.09 in H$_2$ to 177.77 kcal/mol at the saddle. Its exchange-correlation energy weakens from $-188.08$ to $-169.58$ kcal/mol. Hence
\begin{equation}
\delta_\downarrow(\mathrm{H_3})-\delta_\downarrow(\mathrm{H_2})
=-24.32+18.50=-5.82\ \text{kcal/mol}.
\end{equation}
As in the fragment model, the repulsion falls by more than its intended cancellation.

\section{Stretching or the third centre?}

The two effects can be separated by changing one at a time. The table gives $\delta_\downarrow$ in kcal/mol, with all bonds in a molecule set to the stated length.

\begin{center}
\begin{tabular}{lrr}
 & $r_e$ & $r_s$\\
H$_2$ & 14.01 & 11.05\\
H$_3$ & 11.93 & 8.19
\end{tabular}
\end{center}

Stretching lowers $\delta_\downarrow$ by 2.96 in H$_2$ and by 3.74 in H$_3$. Adding the third centre lowers it by 2.08 at the short bond length and by 2.86 at the long one. Averaged over the two orders, stretching accounts for 3.35 and the third centre for 2.47 of the 5.82 kcal/mol. Neither alone explains the result, and each is larger when the other is present. In cc-pVTZ the two shares are 3.18 and 2.42 kcal/mol.

The change can also be followed along a model path on which the two bond orders add to one:
\begin{equation}
r_{AB}=r_e-a\ln p,\qquad r_{BC}=r_e-a\ln(1-p).
\end{equation}
At $p=1/2$ both lengths equal $r_e+a\ln2$. Setting this equal to $r_s$ gives $a=(r_s-r_e)/\ln2\approx0.50$ bohr. This is a smooth path through the saddle, not a computed minimum-energy path. Energies are relative to the reactants, in kcal/mol, and SIC uses LSDA orbitals.

\begin{center}
\begin{tabular}{rrrrr}
$p$ & Full CI & LSDA & SIC & $\delta_\downarrow$\\
0.99 & 1.47 & $-1.32$ & $-0.13$ & 13.23\\
0.90 & 6.19 & $-2.18$ & 2.76 & 10.58\\
0.70 & 9.50 & $-3.14$ & 5.43 & 8.64\\
0.50 & 10.25 & $-3.48$ & 6.14 & 8.19
\end{tabular}
\end{center}

At these points LSDA runs downhill to the symmetric geometry, whereas full CI runs uphill. SIC restores the rise between these points, although at $p=0.99$ it still lies slightly below the reactants. Most of the fall in $\delta_\downarrow$ has occurred by $p=0.70$, so the error belongs to a broad region around the saddle. A transition-state search with LSDA may therefore fail to find the structure it is meant to describe.

\section{Does the explanation survive relaxation?}

LSDA orbitals do not minimize $E_{\mathrm{SIC}}$. For real orbitals, varying $\varphi_i$ of spin $\sigma$ under orthonormality gives
\begin{equation}
\bigl(h_\sigma-v_i\bigr)\varphi_i=\sum_j\lambda_{ji}\varphi_j,
\qquad v_i=v_H[n_i]+v_{xc}^{\uparrow}[n_i,0].
\end{equation}
Here $h_\sigma$ is the LSDA one-electron Hamiltonian, $v_i$ is the potential derived from $\delta_i$, and $j$ runs over occupied orbitals of the same spin. Projection on $\varphi_j$ gives $\lambda_{ji}=\langle\varphi_j|h_\sigma-v_i|\varphi_i\rangle$. The constraints $\langle\varphi_i|\varphi_j\rangle=\delta_{ij}$, with $\delta_{ij}$ the Kronecker symbol, are symmetric in $i$ and $j$, so $\lambda_{ij}=\lambda_{ji}$. The common $h_\sigma$ then cancels:
\begin{equation}
\langle\varphi_j|v_i-v_j|\varphi_i\rangle=0 .
\end{equation}
This is the stationary condition for the rotation angle, now met together with the relaxation of the orbital shapes.

Direct quasi-Newton minimization of $E_{\mathrm{SIC}}$ gives a barrier of 4.88 kcal/mol. This is 1.26 below the value on LSDA orbitals, because relaxation lowers the saddle by that much more than the reactants. The relaxed result divides as
\begin{equation}
4.88=-2.34+(1.51+1.06+4.65)\ \text{kcal/mol}.
\end{equation}
The first term is the LSDA functional evaluated on SIC orbitals; the others are the left, right and minority contributions. The minority electron still gives the largest share. The change to SIC orbitals alone raises the LSDA barrier by $-2.34-(-3.48)=1.14$ kcal/mol, so most of the improvement comes from the explicit energy correction.

Relaxed SIC remains 5.37 kcal/mol below full CI. In cc-pVTZ the relaxed barrier is 5.44 kcal/mol, about 4.5 below the CCSD(T) value in that basis. Equation~\eqref{eq:sic} removes the error of each electron acting on itself, but not the LSDA errors in exchange and correlation between different electrons. This calculation does not divide that remainder further.

\section{What to do in practice}

For a system of this size, use full CI for the barrier, in a basis larger than cc-pVDZ and checked for convergence. For larger systems, calibrate the chosen functional against full CI, or a method checked against it, on a small model of the same bond exchange, at common geometries. Comparing separately optimized structures mixes the energy error with a geometry error.

A global hybrid reduces part of the problem. For one orbital, exact exchange equals $-E_H[n_i]$. With a fraction $\alpha$ of exact exchange and unscaled semilocal correlation $E_c$,
\begin{align}
\delta_i^{\mathrm{hyb}}
&=E_H-\alpha E_H+(1-\alpha)E_x+E_c\nonumber\\
&=(1-\alpha)(E_H+E_x)+E_c .
\end{align}
The exchange part of the self-interaction error is scaled down; any correlation part remains. Full exact exchange without correlation is no cure either: Hartree--Fock has no self-interaction, yet its barrier is 6.54 kcal/mol above full CI.

If Perdew--Zunger SIC is used on LSDA orbitals, the occupied orbitals should first be localized, here by the rotation that minimizes $E_{\mathrm{SIC}}$. At the saddle the unrotated majority orbitals have $\delta=6.00$ and $-13.85$ kcal/mol, a sum of $-7.85$ instead of 23.52. Using them there would raise the barrier by a further $23.52+7.85=31.37$, from 6.14 to 37.51 kcal/mol. That value reflects a poor choice of orbitals, not the physics of the reaction.

The same bookkeeping shows when the explanation does not carry over. If the orbitals have similar $\delta$ in reactants and transition state, the self-interaction error largely cancels from the barrier. If $\sum_i\delta_i$ is larger at the transition state, Eq.~\eqref{eq:budget} lowers the barrier instead. The useful diagnostic is therefore the change in $\delta$ for each localized orbital between the two structures, not the total correction at either one.
